# Adatom diffusion with geometrically distributed jump lengths in one dimension

An adatom on a crystal surface rests in a well, escapes over a barrier and settles again. If it does not lose its energy quickly enough in the next well, it may fly on and settle further away. This problem asks how such long jumps change the diffusivity, and what has to be held fixed for the comparison to have a meaning.

**The model.** A single adatom moves on an infinite row of equivalent sites with spacing $a$. From rest it starts a jump event at the constant rate $G$, counting both directions together. Each event goes right ($\sigma=+1$) or left ($\sigma=-1$) with probability $1/2$, independently of all earlier events. The adatom moves at least one site. At each site it reaches, it continues in the same direction with probability $p$, where $0\le p<1$, and stops with probability $1-p$. An event of length $n$ needs $n-1$ continuations and one stop, so

$$P(n)=(1-p)\,p^{\,n-1},\qquad n=1,2,3,\dots$$

The time spent in flight is neglected, except in part (d)(i) and where its effect is estimated in part (g). The diffusivity $D$ is defined by $\langle x^2\rangle=2Dt$, the convention for one dimension.

## (a) From jump events to a diffusivity

**Question.** Express $D$ through $G$, $a$ and a moment of the jump length.

**Solution.** If $N$ events have occurred by time $t$, the displacement is

$$x=a\sum_{i=1}^{N}\sigma_i n_i .$$

Square it and average at fixed $N$. The directions are independent of each other and of the lengths, and $\sigma_i^2=1$, so

$$\langle x^2\rangle_N=a^2\sum_{i=1}^N\langle n_i^2\rangle+a^2\sum_{i\neq j}\langle\sigma_i\rangle\langle\sigma_j\rangle\langle n_in_j\rangle .$$

The double sum vanishes because $\langle\sigma_i\rangle=0$. The first sum is $N\langle n^2\rangle$. The number of events does not depend on their lengths when flights take no time, so $N$ can be averaged separately. A constant rate gives $\langle N\rangle=Gt$, hence

$$\langle x^2\rangle=a^2\langle n^2\rangle\,Gt,\qquad D=\tfrac12\,G a^2\langle n^2\rangle .$$

The factor $1/2$ comes from the definition of $D$. Had $G$ been the rate for one direction alone, the total would be $2G$ and the $1/2$ would disappear. Unit jumps have $\langle n^2\rangle=1$ and therefore $D_1=\tfrac12Ga^2$.

The mean *square* length enters, not the square of the mean, so rare long jumps carry more weight than their number suggests.

## (b) Geometric lengths at equal event rate

**Question.** Find $\langle n\rangle$ and $\langle n^2\rangle$, and from them $D/D_1$ at the same $G$. Interpret the limits of small $p$ and of $p\to1$.

**Solution.** Start from the geometric series, which converges for $p<1$ and may be differentiated term by term:

$$\sum_{n=0}^{\infty}p^n=\frac1{1-p},\qquad \sum_{n=1}^{\infty}n\,p^{n-1}=\frac1{(1-p)^2},\qquad \sum_{n=2}^{\infty}n(n-1)\,p^{n-2}=\frac2{(1-p)^3}.$$

The first sum shows that $P(n)$ is normalised. The second, multiplied by $1-p$, gives

$$\langle n\rangle=\frac1{1-p}.$$

In the third, replace $n$ by $n+1$, so that the sum becomes $\sum_{n\ge1}(n+1)n\,p^{n-1}$. Multiplication by $1-p$ gives

$$\langle n(n+1)\rangle=\frac2{(1-p)^2}.$$

Since $\langle n^2\rangle=\langle n(n+1)\rangle-\langle n\rangle$,

$$\langle n^2\rangle=\frac{2}{(1-p)^2}-\frac{1-p}{(1-p)^2}=\frac{1+p}{(1-p)^2}.$$

With $D$ from part (a), the ratio at equal event rate is

$$\boxed{\frac{D}{D_1}=F\equiv\frac{1+p}{(1-p)^2}}$$

For $p=0$ it is 1, as it must be. For small $p$,

$$F=(1+p)(1+2p+\dots)=1+3p+O(p^2).$$

The 3 has a direct meaning: to this order a fraction $p$ of the events has length 2 instead of 1, and each of these raises the squared length from 1 to 4.

For $p\to1$, $F\to2/(1-p)^2=2\langle n\rangle^2$. The factor 2 reflects the broad spread of lengths; if every jump had the same length $\langle n\rangle$, the result would be $\langle n\rangle^2$. The divergence belongs to the idealised model: a finite flight time weakens it (part (d)), and on a finite terrace a diffusivity ceases to describe the motion when flights become too long (part (e)).

The formula can be compared with a direct solution of the master equation for the site probabilities $P_j$,

$$\frac{dP_j}{dt}=G\Big[\sum_{k\ne j}\tfrac12P(|j-k|)\,P_k-P_j\Big].$$

On 401 sites, starting from the middle one, the variance at $Gt=10$ divided by that for unit jumps is 1.875000 for $p=0.2$ and 6.000000 for $p=0.5$. The formula gives the same values to the digits shown.

## (c) Equal rate of elementary steps

**Question.** Suppose that the rate $R$ of site-to-site steps is held fixed instead of the event rate. What is the ratio now? Confirm it from the correlations between steps.

**Solution.** Each event contains $\langle n\rangle$ steps on average, so $R=G\langle n\rangle$ and $G=R(1-p)$. Then

$$D=\tfrac12R(1-p)a^2\,\frac{1+p}{(1-p)^2}=\tfrac12Ra^2\,\frac{1+p}{1-p}.$$

Unit jumps at the same step rate have $D=\tfrac12Ra^2$, so the factor is $(1+p)/(1-p)$. One power of $1/(1-p)$ has gone, because it came from the greater number of steps.

For the second route, let $u_j=\pm1$ be the direction of the $j$th step. Two steps $k$ apart belong to the same event with probability $p^k$, and then $u_ju_{j+k}=1$. Otherwise a new event has begun in between, its direction is independent, and the product averages to zero. Thus $\langle u_ju_{j+k}\rangle=p^k$. Let $X_M$ be the sum of the first $M$ steps. Adding one more gives

$$\langle X_{M+1}^2\rangle-\langle X_M^2\rangle=1+2\sum_{k=1}^{M}p^k\;\longrightarrow\;1+\frac{2p}{1-p}=\frac{1+p}{1-p}$$

for large $M$, in agreement. A statement that long jumps enhance diffusion by some factor is therefore incomplete until it says which rate is held fixed.

## (d) Flight time and directional memory

**Question.** (i) Let each site passed take a time $\tau_f$, and let $G$ now be the escape rate from rest. Find the long-time $D$. (ii) Return to $\tau_f=0$, but let each event repeat the direction of the preceding one with probability $(1+c)/2$, where $|c|<1$. What replaces $F$? Find $c$ if the memory of direction decays as $e^{-t/\tau_m}$ during the rest.

**Solution.** (i) A cycle of rest and flight lasts on average

$$\bar T=\frac1G+\tau_f\langle n\rangle .$$

Long flights now take longer, so the number of events does depend on their lengths. The directions are still independent of all lengths and resting times, so the cross terms vanish as before, and $\langle x^2\rangle$ is $a^2$ times the mean of $\sum_i n_i^2$ over the events completed by time $t$. An unfinished flight adds a contribution that does not grow with $t$. Over a long time there are $t/\bar T$ events, each contributing $\langle n^2\rangle$ on average. Hence

$$D=\frac{a^2\langle n^2\rangle}{2\bar T}=\frac{\tfrac12Ga^2F}{1+G\tau_f/(1-p)} .$$

The actual event rate is $1/\bar T$. At equal *actual* event rate the ratio is still $F$; at equal *escape* rate it is smaller, because long flights delay the next escape. When flight dominates the cycle, $G\tau_f/(1-p)\gg1$, and $p$ is close to 1,

$$D\to\frac{a^2(1+p)}{2\tau_f(1-p)}\approx v\ell,\qquad v=\frac a{\tau_f},\quad \ell=\frac a{1-p}.$$

The diffusivity then grows as the first power of the flight length $\ell$, not as its square.

(ii) The correlation of neighbouring directions is $\tfrac{1+c}2-\tfrac{1-c}2=c$, and over $k$ events it is $c^k$. The lengths remain independent, so each cross term contributes $\langle n\rangle^2c^k$. As in part (c), the growth of the mean square displacement per event, in units of $a^2$, becomes

$$F_c=F+2\langle n\rangle^2\sum_{k=1}^{\infty}c^k=F+\frac{2}{(1-p)^2}\,\frac{c}{1-c}.$$

A tendency to go on ($c>0$) raises $D$, and a tendency to rebound ($c<0$) lowers it.

Resting times have the probability density $Ge^{-Gt}$. Averaging the surviving memory over them gives

$$c=\int_0^\infty Ge^{-Gt}e^{-t/\tau_m}\,dt=\frac{G}{G+1/\tau_m}=\frac{G\tau_m}{1+G\tau_m}.$$

In this case short rests go with repeated directions, but the long-time $D$ still follows from the growth per event. The number of events differs from $Gt$ by an amount of order $\sqrt t$, and over so few events the adatom moves a distance of order $t^{1/4}$, which is negligible beside $\sqrt t$.

## (e) A terrace of finite width

**Question.** The adatom starts at the centre of a terrace and is captured when it reaches or passes a site $h$ spacings away on either side. How many events does it need on average? Compare with the continuum estimate.

**Solution.** Let $X$ be the position in units of $a$. One event from any position changes $X^2$ on average by

$$\langle(X+\sigma n)^2\rangle-X^2=2X\langle\sigma\rangle\langle n\rangle+\langle n^2\rangle=F .$$

Every event that takes place adds $F$ on average, so at capture $\langle X^2\rangle=F\langle N\rangle$.

It remains to find where the adatom is when the last flight ends, taking the flight to run its full length even past the edge. Suppose that this flight starts at $y$ and goes right. Capture requires $n\ge h-y$. Write $n=(h-1-y)+m$ with $m\ge1$. The probability of at least $k$ sites is $p^{k-1}$, so, given capture,

$$\frac{(1-p)\,p^{\,h-2-y+m}}{p^{\,h-y-1}}=(1-p)\,p^{\,m-1}.$$

The overshoot $m$ has the original length distribution, whatever $y$ was, and the left side is the mirror image. Thus $|X|=h-1+m$ at capture, and

$$\langle N\rangle=\frac1F\left[(h-1)^2+\frac{2(h-1)}{1-p}+F\right].$$

For $p=0$ this is $(h-1)^2+2(h-1)+1=h^2$. The continuum estimate is $h^2/F$, which is good when $h\gg1/(1-p)$. In the opposite limit, $p\to1$ at fixed $h$, $F$ dominates the bracket and $\langle N\rangle\to1$: a single flight leaves the terrace, and a diffusivity no longer describes the motion there.

## (f) Can the diffusivity reveal long jumps?

**Question.** Let $G=\nu e^{-E/kT}$ with constant $\nu$. (i) Which change of barrier would mimic $F$ at one temperature? (ii) If $p\propto e^{-\varepsilon/kT}$, what is the apparent barrier? (iii) Which observation would separate long jumps from fast unit jumps?

**Solution.** (i) Since $F=e^{\ln F}$,

$$F\,e^{-E/kT}=\exp\!\left[-\frac{E-kT\ln F}{kT}\right].$$

Long jumps look like a barrier lowered by $kT\ln F$. If $p$ does not depend on temperature, $F$ is a constant and appears in an Arrhenius plot as a larger prefactor.

(ii) Put $\beta=1/kT$. The apparent barrier is $-d\ln D/d\beta$, and $dp/d\beta=-\varepsilon p$. From $\ln F=\ln(1+p)-2\ln(1-p)$,

$$\frac{d\ln F}{dp}=\frac1{1+p}+\frac2{1-p}=\frac{(1-p)+2(1+p)}{1-p^2}=\frac{3+p}{1-p^2},$$

$$E_{\rm app}=E+\varepsilon\,\frac{p(3+p)}{1-p^2}.$$

For $\varepsilon>0$ long jumps become more frequent on heating, and the Arrhenius slope steepens.

(iii) The distribution of displacements over a time short compared with $1/G$ does so. With geometric lengths, a displacement of two sites either way has probability $p(1-p)Gt$ to first order in $Gt$. With unit jumps it needs two events in the same direction, with probability $\tfrac12(Gt)^2\cdot\tfrac12=\tfrac14(Gt)^2$ to leading order. The first is linear in time and the second quadratic. Over longer intervals the two distributions still differ in shape, but both approach a Gaussian as $Gt$ grows and ever more observations are needed to tell them apart. In practice positions have to be resolved within a time of the order of the mean rest $1/G$. At growth temperatures this can be below a nanosecond, as part (g) shows, so the test is suited to a much colder surface, where $p$ may have a different value.

## (g) Numbers for a silicon surface

**Question.** Evaluate the results at 800 K for $a=0.38$ nm, $E=0.60$ eV, $\nu=10^{13}\ \mathrm{s^{-1}}$ and $p=0.2$. How large are the neglected effects?

**Solution.** The thermal energy is $kT=0.06894$ eV, so

$$G=10^{13}\,e^{-0.60/0.06894}\ \mathrm{s^{-1}}=1.66\times10^9\ \mathrm{s^{-1}},$$

which is a mean rest of 0.60 ns. Of all events, 80 % have length 1, 16 % length 2 and 3.2 % length 3. The moments are $\langle n\rangle=1/0.8=1.25$ and $F=1.2/0.64=1.875$. With $a=0.38\times10^{-7}$ cm,

$$D_1=\tfrac12(1.66\times10^9)(0.38\times10^{-7})^2\ \mathrm{cm^2/s}=1.2\times10^{-6}\ \mathrm{cm^2/s},$$

$$D=1.875\,D_1=2.2\times10^{-6}\ \mathrm{cm^2/s}=2.2\times10^{-10}\ \mathrm{m^2/s}.$$

Unit-length events contribute $1-p=0.8$ to $\langle n^2\rangle=1.875$. The longer ones, a fifth of all events, thus carry $1-0.8/1.875=57\,\%$ of the diffusivity. At equal elementary-step rate the factor would be $1.2/0.8=1.5$.

The neglected effects have the following sizes, each from a rough input:

- **Flight time.** At the thermal speed $\sqrt{kT/m}=487$ m/s a site takes 0.78 ps. Part (d) then lowers $D$ by 0.16 % at fixed escape rate. This errs on the large side, because an atom that has crossed the barrier speeds up over the well and passes a site faster than at the thermal speed.
- **Directional memory.** For $\tau_m=2$ ps, $c=0.0033$, and $D$ rises by 0.55 %.
- **Terrace edges.** A width of 50 nm gives $h=66$. The mean number of events to capture is $(65^2+2\cdot65\cdot1.25+1.875)/1.875=2341$, which is 0.77 % above the continuum value.
- **Hops between rows.** With a barrier of 1.00 eV and the same prefactor, their rate is 0.3 % of $G$. If all rows are equivalent, the hops go straight across and the rate $G$ of events along the row is held fixed, they leave the diffusivity along the rows unchanged.
- **Tunnelling.** For a parabolic barrier with a frequency equal to $\nu$, transmission through the barrier raises the escape rate by 1.5 %; quantisation of the vibration in the well, at the same frequency, adds about as much again. This changes $G$, not the ratio at equal $G$.
- **Other adatoms.** If each site is independently occupied with probability 0.001, the chance of at least one other adatom on one 50 nm stretch of row is 12 %. With hops between rows at 0.3 % of $G$, the adatom changes row about $0.003\times2341\approx7$ times before capture, so it visits several rows and the chance of sharing one of them is larger. The single-adatom model does not describe what happens when two meet.
- **Temperature dependence of $p$.** For $\varepsilon=0.05$ eV the apparent barrier rises by 0.033 eV.

**The real case.** The inputs are rough values in the regime of a silicon adatom moving along the dimer rows of clean Si(001) during molecular-beam epitaxy. The value $p=0.2$ is an illustration, not a measured property of silicon, and $F$ is sensitive to it: 1.36 at $p=0.1$ and 2.65 at $p=0.3$. The real surface offers inequivalent binding sites, and adatoms can pair, so one barrier and one $p$ are a simplification. The geometric law is itself an assumption: for an atom that loses its energy by friction, those that have already flown several sites tend to be the faster ones, the chance of going on rises with the length flown, and $\langle n^2\rangle$ exceeds the geometric value for the same fraction of unit jumps. The absolute value of $D$ is proportional to the prefactor and depends exponentially on the barrier: an error of 0.05 eV in the barrier alone changes $D$ by a factor of 2.1, slightly more than the long jumps do. Equivalently, $F=1.875$ mimics a barrier lowered by 0.043 eV. For these parameters a measured $D$ at one temperature could therefore not establish long jumps unless the barrier and prefactor were known much better than that. In growth from silane, adsorbed hydrogen blocks sites. If hops between rows are excluded, blockers that neither move nor can be passed confine the adatom to a finite stretch of its row; $\langle x^2\rangle$ then saturates. If such hops occur, the adatom can get round a blocker and $\langle x^2\rangle$ can go on growing. In the first case the formula for $D$ does not apply at long times. In the second the motion stays diffusive with a reduced $D$, which is close to the formula only if the blockers are much further apart than the distance covered along a row between two changes of row, here about $\sqrt{1.875/0.003}=25$ sites.

The values used here are listed in the numerical output below.

## Calculated quantities

```
TESTS AND GENERAL VALUES
Master-equation D ratio at p=0.2: 1.875000; formula: 1.875000
Master-equation D ratio at p=0.5: 6.000000; formula: 6.000000
F at p=0.1: 1.358
F at p=0.3: 2.653
F at p=0.5: 6.000
F at p=0.8: 45.000
INPUTS (rough; p is illustrative)
Temperature: 800 K
Site spacing: 0.38 nm
Barrier along row: 0.60 eV
Total prefactor: 1.0e+13 1/s
Continuation probability p: 0.20
RESULTS
Thermal energy kT: 0.06894 eV
Total event rate G: 1.660e+09 1/s
Mean resting time: 0.602 ns
Probability of length 1: 0.8000
Probability of length 2: 0.1600
Probability of length 3: 0.0320
Mean jump length: 1.2500 sites
Mean square jump length F: 1.8750 sites^2
D, unit jumps: 1.199e-06 cm2/s
D, geometric jumps: 2.248e-06 cm2/s
Share of D from jumps longer than one site: 57.3 %
Factor at equal elementary-step rate: 1.5000
Equivalent barrier lowering kT ln F: 0.0433 eV
NEGLECTED EFFECTS
Thermal speed sqrt(kT/m): 487 m/s
Flight time per site: 0.781 ps
Reduction of D by flight time: 0.162 %
Assumed memory time: 2.0 ps
Directional memory c: 0.00331
Increase of D by memory: 0.553 %
Terrace width: 50 nm
Centre-to-capture distance h: 66 sites
Mean events to exit: 2341.0
Excess over continuum exit count: 0.77 %
Assumed cross-row barrier: 1.00 eV
Cross-row to along-row event rate: 0.302 %
Assumed adatom coverage: 0.0010 per site
Chance of another adatom on the row: 12.2 %
Tunnelling factor on event rate: 1.0152
Assumed barrier error: 0.05 eV
Factor in D from barrier error: 2.065
Assumed activation energy of p: 0.05 eV
Rise of apparent barrier: 0.0333 eV
```
